# Herring's Force Balance at a Junction of Anisotropic Interfaces: test program

```python
# RESULT UNDER TEST: at a junction of anisotropic interfaces
#     sum_i [ gamma_i t_i + gamma_i'(phi_i) n_i ] = 0,
# t_i  = unit vector along interface i, pointing away from the junction,
# phi_i = its direction angle, n_i = dt_i/dphi_i, gamma_i = energy per area.
# Corollaries: contact line on a rigid substrate, symmetric grain-boundary
# groove, and the locking of a facet (cusp in gamma).
# Energies per area are in J/m^2; angles are in radians inside the program.
import numpy as np
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.constants import elementary_charge

deg = np.pi / 180
G0 = 1.7            # mean surface energy
EPS = 0.02          # fourfold anisotropy of the surface energy
GB = 0.6            # grain-boundary energy
CHI = 20 * deg      # tilt of each grain's cube axis from the film plane
DELTA = -0.85       # substrate-vapour minus film-substrate energy


def surface(phi, chi, eps=EPS):
    return G0 * (1 - eps * np.cos(4 * (phi - chi)))


def surface_torque(phi, chi):
    return 4 * EPS * G0 * np.sin(4 * (phi - chi))


def surface_stiffness(phi, chi):
    return G0 * (1 + 15 * EPS * np.cos(4 * (phi - chi)))


def tangent(phi):
    return np.array([np.cos(phi), np.sin(phi)])


def normal(phi):
    return np.array([-np.sin(phi), np.cos(phi)])


all_phi = np.linspace(0, 2 * np.pi, 721)
min_stiffness = surface_stiffness(all_phi, 0).min()
assert min_stiffness > 0

# --- First variation of a curved, non-equilibrium interface ---------------
nodes, weights = np.polynomial.legendre.leggauss(80)
u, w = (nodes + 1) / 2, weights / 2


def path_slope(s):
    return np.array([1 + 0.4 * s, 1.5 * np.cos(3 * s)])


def shift(s):
    return np.array([0.3 + s**2, 1 - 0.6 * s])


def path_energy(h):
    px, py = path_slope(u) + h * np.array([2 * u, -0.6 + 0 * u])
    return np.sum(w * np.hypot(px, py) * surface(np.arctan2(py, px), CHI))


def end_force(s):
    px, py = path_slope(s)
    a = np.arctan2(py, px)
    return surface(a, CHI) * tangent(a) + surface_torque(a, CHI) * normal(a)


variation_numeric = (path_energy(1e-5) - path_energy(-1e-5)) / 2e-5
px, py = path_slope(u)
angle = np.arctan2(py, px)
turning = (px * (-4.5 * np.sin(3 * u)) - py * 0.4) / (px**2 + py**2)
bulk = np.sum(w * surface_stiffness(angle, CHI) * turning
              * np.sum(normal(angle) * shift(u), axis=0))
variation_formula = (end_force(1.0) @ shift(1.0)
                     - end_force(0.0) @ shift(0.0) - bulk)
assert abs(variation_numeric - variation_formula) < 1e-7

# --- Three anisotropic grain boundaries with fixed far ends (nm) ----------
AB = 0.1            # twofold anisotropy of the grain-boundary energy
end_angles = np.array([90, 215, 330]) * deg
ends = 100 * tangent(end_angles).T
axes = np.array([45, 170, 15]) * deg


def boundary(phi):
    return GB * (1 + AB * np.cos(2 * (phi - axes)))


def directions(p):
    d = ends - p
    return np.arctan2(d[:, 1], d[:, 0])


def network_energy(p):
    return np.sum(np.hypot(*(ends - p).T) * boundary(directions(p)))


options = dict(xatol=1e-8, fatol=1e-13, maxiter=4000, maxfev=8000)
found = [minimize(network_energy, start, method="Nelder-Mead",
                  options=options).x
         for start in (np.array([5.0, 3.0]), np.array([-30.0, 20.0]))]
assert np.linalg.norm(found[0] - found[1]) < 1e-3
junction = found[0]
phi3 = directions(junction)
torque3 = -2 * AB * GB * np.sin(2 * (phi3 - axes))
tension_sum = tangent(phi3) @ boundary(phi3)
torque_sum = normal(phi3) @ torque3
full_residual = np.linalg.norm(tension_sum + torque_sum)
assert full_residual < 1e-6
assert np.linalg.norm(tension_sum) > 0.02
sorted_phi = np.sort(phi3 % (2 * np.pi))
dihedrals = np.diff(np.append(sorted_phi, sorted_phi[0] + 2 * np.pi)) / deg

# --- Symmetric groove: root angle from the balance and from energy --------


def groove_balance(beta, chi):
    return (surface(beta, chi) * np.sin(beta)
            + surface_torque(beta, chi) * np.cos(beta) - GB / 2)


def groove_by_energy(chi, cusp=0.0):
    # Surface ends pinned at (+-1, 0), boundary end at (0, -2), root at (0, y).
    def energy(y):
        b = np.arctan(-y)
        g = surface(b, chi) + cusp * abs(np.sin(b - chi))
        return GB * (2 + y) + 2 * np.hypot(1, y) * g
    best = minimize_scalar(energy, bounds=(-1, 1), method="bounded",
                           options=dict(xatol=1e-10, maxiter=1000))
    return np.arctan(-best.x)


beta_iso = np.arcsin(GB / (2 * G0))
grooves = {}
for face, chi in (("upper", -CHI), ("lower", CHI)):
    beta = brentq(groove_balance, -0.7, 0.7, args=(chi,), xtol=1e-13)
    assert abs(beta - groove_by_energy(chi)) < 1e-6
    assert abs(beta - beta_iso) > 0.2 * deg
    grooves[face] = (beta, surface(beta, chi), surface_torque(beta, chi),
                     2 * G0 * np.sin(beta))

# --- Film edge on a rigid substrate, {100} parallel to the substrate ------


def contact_balance(theta):
    return (surface(theta, 0) * np.cos(theta)
            - surface_torque(theta, 0) * np.sin(theta) - DELTA)


theta_iso = np.arccos(DELTA / G0)
theta = brentq(contact_balance, 0.01, np.pi - 0.01, xtol=1e-13)


def island_contact_angle(eps, half_edges=40):
    # Mirror-symmetric polygon of equal edges; energy/sqrt(area) is free of
    # scale, so its minimum is the minimum of energy at fixed area.
    def scaled_energy(half):
        a = np.concatenate([half, -half[::-1]])
        dx, dy = np.cos(a), np.sin(a)
        area = np.sum((np.cumsum(dy) - dy / 2) * dx)
        if area <= 0:
            return 1e3
        return (np.sum(surface(a, 0, eps)) - DELTA * dx.sum()) / np.sqrt(area)
    start = theta_iso * (1 - (np.arange(half_edges) + 0.5) / half_edges)
    a = minimize(scaled_energy, start, method="BFGS", jac="3-point",
                 options=dict(gtol=1e-8, maxiter=1500)).x
    return 1.5 * a[0] - 0.5 * a[1]      # extrapolated to the contact line


theta_polygon = island_contact_angle(EPS)
theta_polygon_iso = island_contact_angle(0.0)
# Tolerance 0.3 degree: each polygon edge turns by about 3 degrees.
assert abs(theta_polygon - theta) < 0.3 * deg
assert abs(theta_polygon_iso - theta_iso) < 0.3 * deg
assert abs(theta - theta_iso) > 2 * deg
normal_load = (surface(theta, 0) * np.sin(theta)
               + surface_torque(theta, 0) * np.cos(theta))

# --- Facet locking and the size of a {100} cusp ---------------------------
STEP_ENERGY, STEP_HEIGHT = 0.5, 0.18            # eV/nm and nm, rough
cusp = STEP_ENERGY / STEP_HEIGHT * elementary_charge * 1e18
facet_energy = surface(CHI, CHI)
cusp_threshold = (facet_energy * np.sin(CHI) - GB / 2) / np.cos(CHI)
assert abs(groove_by_energy(CHI, 1.05 * cusp_threshold) - CHI) < 1e-6
assert CHI - groove_by_energy(CHI, 0.95 * cusp_threshold) > 0.1 * deg
lock_low = 2 * (facet_energy * np.sin(CHI) - cusp * np.cos(CHI))
lock_high = 2 * (facet_energy * np.sin(CHI) + cusp * np.cos(CHI))
beta_cusp_lower = groove_by_energy(CHI, cusp)
beta_cusp_upper = groove_by_energy(-CHI, cusp)
assert (lock_low < GB < lock_high) == (abs(beta_cusp_lower - CHI) < 1e-6)

# --- Other neglected effects, from rough inputs ---------------------------
RADIUS, ATOM = 100.0, 0.25                      # nm
STRESS, MODULUS, SUBSTRATE_E = 200e6, 200e9, 70e9   # Pa
T_USE, T_ROOM, SLOPE = 673.0, 300.0, 0.2e-3     # K, K, J/m^2/K
line_effect = GB * ATOM / RADIUS
stress_effect = STRESS**2 / (2 * MODULUS) * RADIUS * 1e-9
thermal_effect = SLOPE * (T_USE - T_ROOM)
ridge_nm = G0 / SUBSTRATE_E * 1e9
assert cusp > max(line_effect, stress_effect, thermal_effect)

print(f"Surface energy, mean: {G0:.2f} J/m^2; anisotropy {100*EPS:.0f} %")
print(f"Largest surface torque: {4*EPS*G0:.3f} J/m^2")
print(f"Smallest surface stiffness: {min_stiffness:.3f} J/m^2")
print(f"Grain-boundary energy: {GB:.2f} J/m^2")
print(f"Curved path, variation, numeric: {variation_numeric:.7f}")
print(f"Curved path, variation, formula: {variation_formula:.7f}")
print(f"THREE BOUNDARIES, anisotropy {100*AB:.0f} %, ends at 100 nm")
print(f"Junction position: {junction[0]:.2f}, {junction[1]:.2f} nm")
for k in range(3):
    print(f"Boundary {k+1}: direction {phi3[k]/deg % 360:.2f} deg, "
          f"energy {boundary(phi3)[k]:.4f}, torque {torque3[k]:.4f} J/m^2")
print("Dihedral angles: " + ", ".join(f"{d:.2f}" for d in dihedrals) + " deg")
print(f"Sum of tensions: {tension_sum[0]:.4f}, {tension_sum[1]:.4f} J/m^2")
print(f"Sum of torque terms: {torque_sum[0]:.4f}, {torque_sum[1]:.4f} J/m^2")
print(f"Residual of full balance: {full_residual:.1e} J/m^2")
print(f"GROOVES, cube axes tilted by {CHI/deg:.0f} deg in each grain")
print(f"Isotropic root angle: {beta_iso/deg:.2f} deg, "
      f"dihedral {180-2*beta_iso/deg:.2f} deg")
for face, (beta, g, tq, inferred) in grooves.items():
    print(f"{face}: root angle {beta/deg:.2f} deg, "
          f"dihedral {180-2*beta/deg:.2f} deg")
    print(f"{face}: surface energy {g:.4f}, torque {tq:.4f} J/m^2")
    print(f"{face}: boundary energy read isotropically {inferred:.3f} J/m^2, "
          f"error {100*(inferred/GB-1):.0f} %")
print(f"CONTACT LINE, substrate energy difference {DELTA:.2f} J/m^2")
print(f"Contact angle, isotropic Young: {theta_iso/deg:.2f} deg")
print(f"Contact angle, with torque: {theta/deg:.2f} deg")
print(f"Surface energy there: {surface(theta, 0):.4f} J/m^2")
print(f"Surface torque there: {surface_torque(theta, 0):.4f} J/m^2")
print(f"Polygon island, with anisotropy: {theta_polygon/deg:.2f} deg")
print(f"Polygon island, isotropic: {theta_polygon_iso/deg:.2f} deg")
print(f"Normal force carried by substrate: {normal_load:.3f} J/m^2")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"Step energy {STEP_ENERGY} eV/nm, step height {STEP_HEIGHT} nm")
print(f"Cusp torque at a {{100}} facet: {cusp:.3f} J/m^2")
print(f"Cusp torque needed to lock lower groove: {cusp_threshold:.3f} J/m^2")
print(f"Boundary energies that lock it: {lock_low:.3f} to "
      f"{lock_high:.3f} J/m^2")
print(f"Lower root angle with cusp: {beta_cusp_lower/deg:.2f} deg")
print(f"Upper root angle with cusp: {beta_cusp_upper/deg:.2f} deg "
      "(negative: ridge)")
print(f"Line energy, radius {RADIUS:.0f} nm: {line_effect:.4f} J/m^2")
print(f"Film stress {STRESS/1e6:.0f} MPa, modulus {MODULUS/1e9:.0f} GPa: "
      f"{stress_effect:.4f} J/m^2")
print(f"Surface energy change, {T_ROOM:.0f} to {T_USE:.0f} K: "
      f"{thermal_effect:.3f} J/m^2")
print(f"Substrate ridge, modulus {SUBSTRATE_E/1e9:.0f} GPa: {ridge_nm:.3f} nm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Surface energy, mean: 1.70 J/m^2; anisotropy 2 %
Largest surface torque: 0.136 J/m^2
Smallest surface stiffness: 1.190 J/m^2
Grain-boundary energy: 0.60 J/m^2
Curved path, variation, numeric: 1.3260542
Curved path, variation, formula: 1.3260542
THREE BOUNDARIES, anisotropy 10 %, ends at 100 nm
Junction position: 11.11, 19.51 nm
Boundary 1: direction 97.86 deg, energy 0.5837, torque -0.1155 J/m^2
Boundary 2: direction 219.57 deg, energy 0.5905, torque -0.1185 J/m^2
Boundary 3: direction 317.36 deg, energy 0.5744, torque 0.1085 J/m^2
Dihedral angles: 121.71, 97.79, 140.50 deg
Sum of tensions: -0.1125, -0.1869 J/m^2
Sum of torque terms: 0.1125, 0.1869 J/m^2
Residual of full balance: 4.7e-09 J/m^2
GROOVES, cube axes tilted by 20 deg in each grain
Isotropic root angle: 10.16 deg, dihedral 159.67 deg
upper: root angle 5.64 deg, dihedral 168.71 deg
upper: surface energy 1.7074, torque 0.1327 J/m^2
upper: boundary energy read isotropically 0.334 J/m^2, error -44 %
lower: root angle 12.63 deg, dihedral 154.74 deg
lower: surface energy 1.6704, torque -0.0669 J/m^2
lower: boundary energy read isotropically 0.744 J/m^2, error 24 %
CONTACT LINE, substrate energy difference -0.85 J/m^2
Contact angle, isotropic Young: 120.00 deg
Contact angle, with torque: 115.30 deg
Surface energy there: 1.7066 J/m^2
Surface torque there: 0.1334 J/m^2
Polygon island, with anisotropy: 115.22 deg
Polygon island, isotropic: 119.99 deg
Normal force carried by substrate: 1.486 J/m^2
NEGLECTED EFFECTS (rough inputs)
Step energy 0.5 eV/nm, step height 0.18 nm
Cusp torque at a {100} facet: 0.445 J/m^2
Cusp torque needed to lock lower groove: 0.287 J/m^2
Boundary energies that lock it: 0.303 to 1.976 J/m^2
Lower root angle with cusp: 20.00 deg
Upper root angle with cusp: -7.57 deg (negative: ridge)
Line energy, radius 100 nm: 0.0015 J/m^2
Film stress 200 MPa, modulus 200 GPa: 0.0100 J/m^2
Surface energy change, 300 to 673 K: 0.075 J/m^2
Substrate ridge, modulus 70 GPa: 0.024 nm
ALL CHECKS PASSED
```
